# The Butler-Volmer Current and the Transfer Coefficients from Detailed Balance

The charge-transfer current density $j$ at a metal/electrolyte contact can be written as a current scale $j_0$ times a dimensionless function. A change $\eta$ of the interfacial potential moves the energy of an ion of charge $ze$ by $ze\eta$, and thermal rates depend on energies divided by $kT$. The potential therefore enters through

$$
u=\frac{ze\eta}{kT}.
$$

Ratios of barrier heights to $kT$ and ratios of densities may also appear in the function. Time-reversal symmetry at equilibrium restricts it further: each microscopic crossing is as frequent as its reverse. Let $j_a$ be the one-way oxidation current, $j_c$ the magnitude of the one-way reduction current, and $\eta=0$ the potential at which they are equal. If raising the metal potential by $\eta$ lowers the energy of the oxidized state relative to the reduced one by $ze\eta$, the ratio of the one-way currents at fixed surface densities becomes $j_a/j_c=e^u$, so that

$$
j=j_a-j_c=j_a(u)\left(1-e^{-u}\right).
$$

One unknown function, $j_a(u)$, remains. If its logarithm has a constant slope $\alpha$, then $j_a=j_0e^{\alpha u}$ and

$$
j=j_0\left[e^{\alpha u}-e^{-(1-\alpha)u}\right].
$$

This is the Butler-Volmer equation. The two exponents are tied together by the symmetry, while the value of $\alpha$ and its constancy must come from the mechanism of the crossing.

In an electrochemical metallization cell, the active electrode dissolves by

$$
\mathrm{M}\rightleftharpoons \mathrm{M}^{z+}+z\,e^- ,
$$

and the ions are reduced again where a metallic filament grows. Consider one such contact. Let $\Delta\phi=\phi_{\rm metal}-\phi_{\rm electrolyte}$, and count oxidation current as positive. The elementary charge is $e>0$. Atomic units are unnatural for this problem, so energies are given in eV and potentials in V.

Take as the zero of energy a neutral atom on the metal. When the ion core is at a point of potential $\phi(x)$ and its $z$ electrons have stayed in the metal, the electrostatic energy is

$$
ze\,\phi(x)-ze\,\phi_{\rm metal}=-ze\,\Delta\phi\,\theta(x),
\qquad
\theta=\frac{\phi_{\rm metal}-\phi(x)}{\Delta\phi}.
$$

The first term belongs to the ion and the second to the electrons. The fraction $\theta$ runs from 0 at the metal to 1 at the ion's site in the electrolyte. I assume that the shape of the potential drop does not change with $\Delta\phi$ and, as a separate assumption, that the sites and saddles keep their values of $\theta$. The second does not follow from the first. On a smooth barrier the tilt moves the saddle, $d\theta^\ddagger/d(ze\Delta\phi)=1/G^{0\prime\prime}(\theta^\ddagger)$, and the transfer coefficient then drifts with potential. For a curvature of $-20$ eV, a bias of 0.3 V with $z=1$ shifts $\theta^\ddagger$ by 0.015 and lowers the rate at 300 K by about 8% relative to a constant coefficient. A constant coefficient below therefore presumes sharply peaked barriers. The free energy along the path is then

$$
G(\theta)=G^0(\theta)-\theta\,ze\,\Delta\phi .
$$

A positive $\Delta\phi$ lowers the ion's final state by the full $ze\Delta\phi$ and an intermediate saddle by a part of it.

Let the path consist of sites $i=0,1,\ldots,N$, with the metal atom at $i=0$ and the ion at $i=N$. Between sites $i$ and $i+1$ lies a saddle of energy $S_i$. For barriers large compared with $kT$, the activated hopping rates are

$$
w_{i\to i+1}=\nu e^{-(S_i-G_i)/kT},\qquad
w_{i+1\to i}=\nu e^{-(S_i-G_{i+1})/kT}.
$$

Both directions use the same saddle. The attempt frequency $\nu$ is taken as common, with entropy differences included in the free energies. Let $p_i$ be the number of particles per area at site $i$. The sites are dilute, so that a hop is not blocked by an occupied target. The net flux through one link is

$$
J=\nu e^{-S_i/kT}\left(p_i e^{G_i/kT}-p_{i+1}e^{G_{i+1}/kT}\right).
$$

In a steady state $J$ is the same through every link. Multiplying by $e^{S_i/kT}/\nu$ and adding the equations for all links cancels the intermediate populations in pairs:

$$
\frac{J}{\nu}\sum_i e^{S_i/kT}
=p_0e^{G_0/kT}-p_Ne^{G_N/kT}.
$$

Write $p_0=\Gamma_R$ for the density of reactive metal atoms, $p_N=\Gamma_O$ for that of interfacial ions, and $G_R$, $G_O$ for their free energies. The flux is $J=\Gamma_Rk_a-\Gamma_Ok_c$, with

$$
k_a=\frac{\nu e^{G_R/kT}}{\sum_i e^{S_i/kT}},\qquad
k_c=\frac{\nu e^{G_O/kT}}{\sum_i e^{S_i/kT}} .
$$

The sum acts as a series resistance, to which the highest saddle contributes most. Suppose that one saddle dominates. Let its energy at $\Delta\phi=0$ be $E^\ddagger$ and its fraction of the drop be $\alpha$. With $G_R=0$ and $G_O=\Delta G^0-ze\Delta\phi$, the barrier for oxidation is

$$
S-G_R=E^\ddagger-\alpha ze\Delta\phi ,
$$

and the barrier for reduction is

$$
S-G_O=E^\ddagger-\alpha ze\Delta\phi-\Delta G^0+ze\Delta\phi
=E^\ddagger-\Delta G^0+(1-\alpha)ze\Delta\phi .
$$

The rates are therefore

$$
k_a=\nu e^{-(E^\ddagger-\alpha ze\Delta\phi)/kT},\qquad
k_c=\nu e^{-[E^\ddagger-\Delta G^0+(1-\alpha)ze\Delta\phi]/kT}.
$$

An oxidizing ion has crossed the fraction $\alpha$ of the drop when it reaches the saddle. An ion coming from the electrolyte must cross the remaining $1-\alpha$.

The relation between the two fractions does not need a dominant saddle. Dividing the general expressions for $k_a$ and $k_c$ removes the sum over saddles:

$$
\frac{k_a}{k_c}=e^{(G_R-G_O)/kT}
=\exp\left(\frac{ze\Delta\phi-\Delta G^0}{kT}\right).
$$

This is detailed balance for the overall reaction. It also holds for a branched network. In terms of $\lambda_i=p_ie^{G_i/kT}$, every link carries a flux proportional to $\lambda_i-\lambda_j$. The steady flux between the two ends is linear in $\lambda_R$ and $\lambda_O$, and it vanishes when they are equal, because a uniform $\lambda$ then solves all the equations. It must have the form $J=C(\lambda_R-\lambda_O)$, which gives the same ratio $k_a/k_c$.

Now define local transfer coefficients, whether or not they are constant:

$$
\alpha_a=\frac{kT}{ze}\frac{d\ln k_a}{d\Delta\phi},\qquad
\alpha_c=-\frac{kT}{ze}\frac{d\ln k_c}{d\Delta\phi}.
$$

The minus sign makes $\alpha_c$ positive when a rising metal potential slows reduction. Take the logarithm of the detailed-balance ratio and differentiate at constant temperature and $\Delta G^0$:

$$
\frac{d\ln k_a}{d\Delta\phi}-\frac{d\ln k_c}{d\Delta\phi}=\frac{ze}{kT}.
$$

Multiplication by $kT/ze$ yields

$$
\boxed{\alpha_a+\alpha_c=1 .}
$$

With a single dominant saddle, $\alpha_a=\alpha$ and $\alpha_c=1-\alpha$. Detailed balance fixes the sum but not $\alpha$ itself: moving the saddle along the potential drop changes both coefficients and leaves the energies of the end states alone. If the charge number is absorbed into the coefficients, so that the exponents read $\alpha_a'e\eta/kT$ and $\alpha_c'e\eta/kT$, the sum is $z$.

The electric current is $j=ze(\Gamma_Rk_a-\Gamma_Ok_c)$. It vanishes when $k_a/k_c=\Gamma_O/\Gamma_R$. The logarithm of the detailed-balance ratio then gives the Nernst relation

$$
ze\Delta\phi_{\rm eq}=\Delta G^0+kT\ln\frac{\Gamma_O}{\Gamma_R}.
$$

No saddle energy appears in it. More ions in the electrolyte strengthen reduction, and a higher metal potential is needed to restore the balance. The exchange current is either one-way current at this potential. Insert the Nernst relation into the exponent of $k_a$:

$$
-\frac{E^\ddagger-\alpha ze\Delta\phi_{\rm eq}}{kT}
=-\frac{E^\ddagger-\alpha\Delta G^0}{kT}
+\alpha\ln\frac{\Gamma_O}{\Gamma_R}.
$$

The last term multiplies $\Gamma_R$ by $(\Gamma_O/\Gamma_R)^\alpha$, so that

$$
j_0=ze\nu\,e^{-(E^\ddagger-\alpha\Delta G^0)/kT}\,
\Gamma_R^{1-\alpha}\Gamma_O^{\alpha}.
$$

Set $\Delta\phi=\Delta\phi_{\rm eq}+\eta$. The oxidation rate acquires the factor $e^{\alpha u}$ and the reduction rate the factor $e^{-(1-\alpha)u}$. Since $ze\Gamma_Rk_a$ and $ze\Gamma_Ok_c$ both equal $j_0$ at $\eta=0$,

$$
\boxed{j=j_0\left[\exp\left(\frac{\alpha_a ze\eta}{kT}\right)
-\exp\left(-\frac{\alpha_c ze\eta}{kT}\right)\right].}
$$

This form takes the surface densities as fixed. If transport changes them to $\Gamma_R'$ and $\Gamma_O'$ while $j_0$ and $\eta$ still refer to the original equilibrium, the one-way currents scale with the new densities:

$$
j=j_0\left[\frac{\Gamma_R'}{\Gamma_R}e^{\alpha u}
-\frac{\Gamma_O'}{\Gamma_O}e^{-(1-\alpha)u}\right].
$$

Depletion of ions at a growing filament thus reduces the deposition current below the fixed-density law. Nucleation of a new metal phase is a further process that this model leaves out.

For a numerical case, choose round model parameters: $z=1$, $T=300$ K, $\nu=10^{13}\ \mathrm{s^{-1}}$, $\Gamma_R=10^{18}\ \mathrm{m^{-2}}$ and $\Gamma_O=10^{17}\ \mathrm{m^{-2}}$. The reaction energy is $\Delta G^0=0.30$ eV, and the limiting saddle has $E^\ddagger=0.80$ eV at $\alpha=0.40$. The route has two intermediate sites, of 0.35 eV at $\theta=0.30$ and 0.40 eV at $\theta=0.70$, and two lower saddles, of 0.50 eV at $\theta=0.15$ and 0.60 eV at $\theta=0.85$. With $kT=0.025852$ eV,

$$
\Delta\phi_{\rm eq}=0.30+0.025852\,\ln(0.1)=0.2405\ \mathrm{V}.
$$

The oxidation barrier at equilibrium is $0.80-0.40\times0.2405=0.7038$ eV. Solving the steady-state hopping equations gives $k_a=15.01\ \mathrm{s^{-1}}$ and $k_c=150.1\ \mathrm{s^{-1}}$. Their ratio of 0.1 compensates the tenfold excess of metal atoms over ions. The formula for the exchange current gives

$$
j_0=2.406\ \mathrm{A\,m^{-2}}=0.2406\ \mathrm{mA\,cm^{-2}} .
$$

The two rates also govern relaxation. If the system is closed and the intermediates hold few particles, $\dot p_R=-k_ap_R+k_cp_O$ with $p_R+p_O$ constant, so a deviation decays at the rate $k_a+k_c=165.14\ \mathrm{s^{-1}}$. Diagonalizing the full closed network gives $164.95\ \mathrm{s^{-1}}$, lower by about 0.1% of the sum. The second intermediate site accounts for the difference. Its energy at equilibrium is $0.40-0.70\times0.2405=0.232$ eV, against 0.060 eV for the ion. It exchanges particles with the ion state faster than the limiting saddle is crossed, and holds $e^{-0.172/0.02585}\approx0.0013$ times the ion population. The effective reduction rate falls by this fraction, or about $0.19\ \mathrm{s^{-1}}$.

Away from equilibrium, take $\eta=0.10$ V, for which $u=3.868$. Then

$$
j=2.406\left(e^{1.547}-e^{-2.321}\right)
=2.406\,(4.699-0.098)=11.07\ \mathrm{A\,m^{-2}} .
$$

At $\eta=-0.10$ V the exponents change sign, and $j=2.406\,(0.213-10.185)=-23.99\ \mathrm{A\,m^{-2}}$. Reduction is faster at equal magnitude of $\eta$ because $1-\alpha=0.60$ exceeds $\alpha=0.40$. The hopping equations, solved without the Butler-Volmer formula, give 11.06 and $-23.99\ \mathrm{A\,m^{-2}}$.

On the grid of potentials tested for $|\eta|\le0.3$ V, the largest deviation is 0.17% of the Butler-Volmer current. Its size follows from the series resistance. At $\eta=0.3$ V, $\Delta\phi=0.5405$ V, and the limiting saddle lies at 0.584 eV while the first one lies at 0.419 eV. The first saddle adds the relative resistance $e^{-0.165/0.02585}\approx0.0017$. It falls more slowly with $\Delta\phi$ than the limiting one, so its share grows with positive bias. A sufficiently large bias would therefore end the regime of constant $\alpha=0.40$. The activated law itself also requires the limiting barrier to remain well above $kT$.

For small $|u|$, expand both exponentials to second order. The linear terms add to $[\alpha+(1-\alpha)]u=u$, and the quadratic ones give $[\alpha^2-(1-\alpha)^2]u^2/2=(2\alpha-1)u^2/2$. Hence

$$
j=j_0\left[u+\frac{2\alpha-1}{2}u^2+O(u^3)\right].
$$

The linear response does not depend on $\alpha$. The charge-transfer resistance for unit area is

$$
R_{\rm ct}=\left(\frac{dj}{d\eta}\right)^{-1}_{\eta=0}
=\frac{kT}{zej_0}=0.01075\ \Omega\,\mathrm{m^2}.
$$

At $\eta=\pm0.01$ V the linear law predicts $\pm0.931\ \mathrm{A\,m^{-2}}$, while the full formula gives $+0.901$ and $-0.973$. Half the sum of these two currents isolates the even part, $-0.036\ \mathrm{A\,m^{-2}}$. The quadratic term gives the same value: $2.406\times(-0.10)\times(0.3868)^2=-0.036\ \mathrm{A\,m^{-2}}$. The curvature near equilibrium thus reveals the asymmetry that the resistance does not show.

For large positive $u$ the reduction term is negligible, and $\ln(j/j_0)=\alpha ze\eta/kT$. Converting to decimal logarithms gives the Tafel slope $b_a$. The same argument for large negative $u$ gives $b_c$:

$$
b_a=\frac{kT\ln10}{\alpha ze}=148.8\ \mathrm{mV/decade},\qquad
b_c=\frac{kT\ln10}{(1-\alpha)ze}=99.2\ \mathrm{mV/decade}.
$$

Their reciprocals add to $ze/(kT\ln10)$, which is the sum rule in terms of measurable slopes. The two slopes are measured at opposite biases, whereas the sum rule holds at one potential, so this relation requires $\alpha$ to be the same in both Tafel ranges. The comparison further requires both slopes to belong to the same reaction and the same surface densities. It also requires $\eta$ to be the potential across the reaction path. If a fixed fraction $f$ of a measured potential change $V$ falls there, $\eta=fV$, and the apparent coefficients obtained with $V$ are $f\alpha_a$ and $f\alpha_c$. At fixed surface densities their sum is $f$, although detailed balance holds. If instead the remaining drop falls across an outer layer in equilibrium with the bulk electrolyte, $\Gamma_O$ changes by the factor $e^{-(1-f)zeV/kT}$, the apparent coefficients become $f\alpha_a$ and $f\alpha_c+1-f$, and their sum is again one.

Two special positions of the saddle help to read the formula. For $\alpha=1/2$ the current is odd in the overpotential, $j=2j_0\sinh(u/2)$. As $\alpha\to0$ the saddle lies at the metal end of the drop, and $j\to j_0(1-e^{-u})$. The oxidation current then saturates at $j_0$, because the potential no longer lowers the oxidation barrier, while the reduction current grows with the full exponent.

The coefficients need not be constant. Integrating their definitions from equilibrium gives

$$
j=j_0\left[
\exp\left(\frac{ze}{kT}\int_0^\eta\alpha_a\,d\eta'\right)
-\exp\left(-\frac{ze}{kT}\int_0^\eta\alpha_c\,d\eta'\right)\right].
$$

With $\alpha_c=1-\alpha_a$, the second exponent equals the first minus $u$. This returns the factorized form $j=j_a(1-e^{-u})$ of the opening argument. Differentiating that form at $\eta=0$, where the bracket vanishes, leaves $dj/d\eta=zej_0/kT$. The charge-transfer resistance therefore keeps its form when the coefficients vary.

Parallel routes, such as different surface sites, give a simple example. Let route $r$ have the limiting saddle position $\alpha_r$ and the rates $k_{a,r}$ and $k_{c,r}$. Since $k_a=\sum_rk_{a,r}$ and $dk_{a,r}/d\Delta\phi=(ze/kT)\alpha_rk_{a,r}$,

$$
\alpha_a=\frac{\sum_r\alpha_rk_{a,r}}{\sum_rk_{a,r}},\qquad
\alpha_c=\frac{\sum_r(1-\alpha_r)k_{c,r}}{\sum_rk_{c,r}} .
$$

Detailed balance gives every route the same ratio $k_{a,r}/k_{c,r}$. The weights in the two averages are then equal, and the averages add to one.

Add to the example a direct second route with a saddle of 0.92 eV at $\theta=0.80$. At equilibrium its barrier is $0.92-0.80\times0.2405=0.7276$ eV. Its rate relative to the first route is $e^{-0.0238/0.02585}=0.398$, so that

$$
\alpha_a=\frac{0.40+0.80\times0.398}{1+0.398}=0.514,\qquad \alpha_c=0.486 .
$$

At $\eta=-0.20$ V the oxidation coefficient is 0.407, and at $+0.20$ V it is 0.759. Positive bias favours the second route because its saddle lies further down the potential drop. The sum at any one potential remains one, and the equilibrium potential is unchanged. Tafel slopes taken at $+0.20$ V and $-0.20$ V, however, give 0.76 and 0.59, which add to 1.35. The exchange current rises to $3.363\ \mathrm{A\,m^{-2}}$. A Butler-Volmer law with the coefficients frozen at their equilibrium values gives $397\ \mathrm{A\,m^{-2}}$ at $\eta=0.24$ V, whereas the network carries $1708\ \mathrm{A\,m^{-2}}$. Agreement with the sum rule is thus no evidence that a constant-coefficient law may be extrapolated.

The sum rule can fail when an external source breaks detailed balance. Let such a source supply 0.10 eV to the oxidation hop of the second route and nothing to its reverse. The forward rate of that route grows by $e^{0.10/0.025852}=47.9$, and its weight relative to the first route becomes $0.398\times47.9=19.1$. The oxidation coefficient at the former equilibrium potential rises to 0.780, while the reduction coefficient stays at 0.486. Their sum is 1.266, and a current of $44.9\ \mathrm{A\,m^{-2}}$ flows at $\eta=0$. The converse inference is not safe: multiplying the forward rate of a single route by a constant leaves its logarithmic derivative, and hence the sum, unchanged, although the potential of zero current shifts.

The same reasoning covers electrons transferred one at a time. For $z=2$ with a singly charged intermediate in the electrolyte, the electrical energy of the intermediate is $-e\Delta\phi$, half of the final $-2e\Delta\phi$. It therefore has $\theta=1/2$, where $\theta$ now denotes the fraction of the total electrical energy. If the first step limits the rate and its saddle lies halfway through that step, $\alpha_a=1/4$. In the convention that absorbs $z$,

$$
z\alpha_a=\frac12,\qquad z\alpha_c=2-\frac12=\frac32 .
$$

If the second step limits instead, with its saddle halfway through that step, the values are exchanged, $z\alpha_a=3/2$ and $z\alpha_c=1/2$, the case usually reported for copper. For the first case take an intermediate at 0.50 eV, $\Delta G^0=0.40$ eV, and saddles of 0.85 eV at $\theta=0.25$ and 0.80 eV at $\theta=0.75$. The two saddles become equal at $\eta\approx-0.22$ V, beyond which the second step limits. At equilibrium this network gives 0.5002 and 1.4998. The small shift comes from the second saddle, which has a finite share in the series resistance. The reduction coefficient exceeds one because a reducing ion takes up one electron before the limiting step and passes half of the electrical energy of the next transfer within it. The numerical output lists the remaining potentials and currents.

## Calculated quantities

```
temperature = 300 K, kT = 0.025852 eV
attempt frequency = 1.0e+13 1/s
metal-atom density = 1.0e+18 1/m^2
ion density = 1.0e+17 1/m^2
reaction energy at dphi=0 = 0.30 eV
limiting saddle = 0.80 eV at theta = 0.40
site energies (eV): [0.   0.35 0.4  0.3 ]  theta: [0.  0.3 0.7 1. ]
hop 0-1: saddle 0.50 eV, theta 0.15
hop 1-2: saddle 0.80 eV, theta 0.40
hop 2-3: saddle 0.60 eV, theta 0.85
equilibrium potential, formula = 0.240474 V
equilibrium potential, network = 0.240474 V
oxidation barrier at equilibrium = 0.7038 eV
k_a at equilibrium, network = 15.0127 1/s
k_c at equilibrium, network = 150.1272 1/s
k_a + k_c = 165.140 1/s
slow relaxation rate, closed network = 164.947 1/s
stationary ion/atom ratio = 0.10000
exchange current j0 = 2.4055 A/m^2 = 0.24055 mA/cm^2
charge-transfer resistance = 0.010747 ohm m^2
Tafel slope, oxidation = 148.82 mV/decade
Tafel slope, reduction = 99.21 mV/decade
eta (V), Butler-Volmer j (A/m^2), network j (A/m^2)
-0.20  -2.49422e+02  -2.49365e+02
-0.10  -2.39882e+01  -2.39864e+01
-0.01  -9.73246e-01  -9.73156e-01
+0.01  +9.00791e-01  +9.00693e-01
+0.10  +1.10665e+01  +1.10638e+01
+0.20  +5.30841e+01  +5.30498e+01
largest relative curve error, |eta|<=0.3 V = 1.70e-03
largest error of coefficient sum = 1.1e-13
second route: saddle 0.92 eV, theta 0.80
two routes: eta (V), alpha_a, alpha_c, sum
-0.20  0.4072  0.5928  1.000000
-0.10  0.4313  0.5687  1.000000
+0.00  0.5139  0.4861  1.000000
+0.10  0.6607  0.3393  1.000000
+0.20  0.7591  0.2409  1.000000
two routes: exchange current = 3.3630 A/m^2
two routes: j at eta=0.24 V = 1707.8 A/m^2
same, coefficients frozen at eta=0 = 396.8 A/m^2
driven route: external energy = 0.10 eV
driven: alpha_a = 0.7801, alpha_c = 0.4861, sum = 1.2662
driven: current at eta=0 = 44.871 A/m^2
stepwise z=2: z*alpha_a = 0.5002, z*alpha_c = 1.4998
```
